# Pair Coupled Cluster Doubles: Energy, Amplitude Equations and Cubic Cost

## 1. What phase symmetry allows

Let $\phi_p$ be orthonormal spatial orbitals, the same for both spins. The reference $|0\rangle$ has $o$ doubly occupied orbitals, labelled $i,j$, and $v$ empty ones, labelled $a,b$; the labels $p,q,r,s$ run over all of them. Pair coupled cluster doubles (pCCD) moves electrons in pairs:

$$|\Psi\rangle=e^{T}|0\rangle,\quad T=\sum_{ia}t_{ia}P_a^\dagger P_i,\quad P_p^\dagger=a_{p\uparrow}^\dagger a_{p\downarrow}^\dagger. \tag{1}$$

In atomic units the Hamiltonian is

$$H=\sum_{pq\sigma}h_{pq}a_{p\sigma}^\dagger a_{q\sigma}+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pr|qs)\,a_{p\sigma}^\dagger a_{q\tau}^\dagger a_{s\tau}a_{r\sigma}, \tag{2}$$

where $(pr|qs)$ is the Coulomb integral between the densities $\phi_p^*\phi_r$ and $\phi_q^*\phi_s$. Nuclear repulsion is a constant, added at the end.

The phase of each orbital is arbitrary. Under $\phi_p\to e^{i\theta_p}\phi_p$ the operator $P_p^\dagger$ gains $e^{2i\theta_p}$, and $|0\rangle$ gains the factor $e^{2i\sum_j\theta_j}$, so the state is unchanged up to this overall phase if

$$t_{ia}\to e^{-2i(\theta_a-\theta_i)}t_{ia}. \tag{3}$$

The energy must be invariant. The amplitude equation, a projection on $\langle ia|=\langle0|P_i^\dagger P_a$, must transform like $t_{ia}$. Both are linear in the integrals and polynomial in $t$, and every amplitude carries each angle an even number of times. An integral can therefore contribute only if its own phase is even in every angle. The phase of $(pr|qs)$ is $-\theta_p+\theta_r-\theta_q+\theta_s$, which leaves three types,

$$J_{pq}=(pp|qq),\quad K_{pq}=(pq|qp),\quad L_{pq}=(pq|pq), \tag{4}$$

the Coulomb, exchange and pair-transfer integrals. The same argument leaves $h_{pp}$ from the one-electron part, so two-electron integrals alone do not suffice.

$J$ and $K$ are invariant, while $L_{pq}\to e^{-2i(\theta_p-\theta_q)}L_{pq}$. For real orbitals $K=L$, but for complex orbitals their different phases forbid exchanging them.

Now give all empty orbitals the angle $\theta$ and all occupied ones zero. Each amplitude gains $e^{-2i\theta}$, and so must each term of the amplitude equation. Hence $L_{ai}$ stands alone; $h$, $J$, $K$, $L_{ab}$ and $L_{ji}$ multiply one amplitude; $L_{jb}$, which gains $e^{+2i\theta}$, multiplies two. The equation is at most quadratic. In the energy, $L_{ia}$ multiplies one amplitude. Symmetry fixes this form; the coefficients need a calculation.

## 2. The Hamiltonian for paired states

A state has seniority zero if every orbital is empty or doubly filled. $T$ and $T^\dagger$ preserve this property. The ket $e^T|0\rangle$ and the projecting bras used below therefore lie in the seniority-zero space, and only the block of $H$ within that space matters. Replacing $H$ by this block is no further approximation to pCCD.

Let $n_p=P_p^\dagger P_p$, which is 0 or 1 on paired states. The terms of (2) that survive are as follows.

* The one-electron part gives $2h_{pp}n_p$, one $h_{pp}$ for each spin.
* If all four indices equal $p$, the spins must be opposite. The two spin choices cancel the factor $\tfrac12$, giving $J_{pp}n_p$.
* If $p=r$ and $q=s$ with $p\ne q$, the operator counts electrons: $\tfrac12J_{pq}(2n_p)(2n_q)=2J_{pq}n_pn_q$.
* If $p=s$ and $q=r$ with $p\neq q$, equal spins give $a_{p\sigma}^\dagger a_{q\sigma}^\dagger a_{p\sigma}a_{q\sigma}=-a_{p\sigma}^\dagger a_{p\sigma}a_{q\sigma}^\dagger a_{q\sigma}$. Two spins and the factor $\tfrac12$ yield $-K_{pq}n_pn_q$. Opposite spins would have to put an electron of spin $\sigma$ into $p$ while removing one of the other spin; on a filled or an empty orbital this gives zero.
* If $p=q$ and $r=s$ with $p\ne r$, the two opposite-spin terms are equal and give $L_{pr}P_p^\dagger P_r$, with $P_r=a_{r\downarrow}a_{r\uparrow}$.

Together,

$$H_0=\sum_p(2h_{pp}+J_{pp})n_p+\sum_{p\ne q}(2J_{pq}-K_{pq})n_pn_q+\sum_{p\ne q}L_{pq}P_p^\dagger P_q. \tag{5}$$

The sums run over ordered pairs. The last term takes a pair out of $q$ and puts it into $p$, so $H_0$ moves at most one pair.

Define

$$f_p=h_{pp}+\sum_j(2J_{pj}-K_{pj}). \tag{6}$$

These are diagonal Fock elements. They need not be orbital energies, since the orbitals need not diagonalize the Fock operator. Because $2J_{ii}-K_{ii}=J_{ii}$, the reference energy is

$$E_0=2\sum_ih_{ii}+\sum_{ij}(2J_{ij}-K_{ij})=\sum_i(h_{ii}+f_i). \tag{7}$$

## 3. Projection

Write $|ia\rangle=P_a^\dagger P_i|0\rangle$. Pair operators of different orbitals commute, so no signs arise when they are reordered. In $T^2/2$, the state with pairs moved from $i,j$ to $a,b$ arises by two assignments, $i\to a,\,j\to b$ and $i\to b,\,j\to a$. Each occurs in two orders, which cancels the $\tfrac12$. Its coefficient is

$$c_{ij}^{ab}=t_{ia}t_{jb}+t_{ib}t_{ja}. \tag{8}$$

The signs are all positive, as for bosons. The condition $i\ne j$, $a\ne b$ remains, because an orbital holds only one pair.

Multiply $He^T|0\rangle=Ee^T|0\rangle$ by $e^{-T}$ and project. Since $T^\dagger|0\rangle=0$, we have $\langle0|e^{-T}=\langle0|$. Only the reference and single pair excitations connect to $\langle0|$, and $\langle0|H|ia\rangle=L_{ia}$, so

$$E=E_0+E_c,\qquad E_c=\sum_{ia}L_{ia}t_{ia}. \tag{9}$$

For the amplitudes, $\langle ia|T=t_{ia}\langle0|$ and $\langle0|T=0$, so the exponential stops after its linear term:

$$0=\langle ia|e^{-T}He^T|0\rangle=\langle ia|He^T|0\rangle-t_{ia}\langle0|He^T|0\rangle. \tag{10}$$

The last matrix element is $E_0+E_c$. For the first one we need the elements of $H_0$ between $\langle ia|$ and the components of the ket.

The diagonal element is $E_0+\Delta_{ia}$, where $\Delta_{ia}$ is the cost of moving the pair. By (5), removing pair $i$ changes the energy by

$$-(2h_{ii}+J_{ii})-2\sum_{j\ne i}(2J_{ij}-K_{ij})=-2f_i+J_{ii}, \tag{11}$$

because $2f_i$ contains $2J_{ii}$ where the pair energy has only one $J_{ii}$. Adding a pair in $a$, with $i$ already empty, costs

$$2h_{aa}+J_{aa}+2\sum_{j\ne i}(2J_{aj}-K_{aj})=2f_a+J_{aa}-2(2J_{ia}-K_{ia}). \tag{12}$$

The sum is

$$\Delta_{ia}=2(f_a-f_i)-2(2J_{ia}-K_{ia})+J_{aa}+J_{ii}. \tag{13}$$

The off-diagonal elements follow from the single pair move that each requires:

$$\langle ia|H|0\rangle=L_{ai},\quad \langle ia|H|ib\rangle=L_{ab},\quad \langle ia|H|ja\rangle=L_{ji}, \tag{14}$$

with $b\neq a$ and $j\neq i$. In the third, $|ja\rangle$ has its hole in $j$. To reach $|ia\rangle$, the pair in $i$ must move to $j$, which fixes the index order. If both labels differ, two moves are needed and the element vanishes. A two-pair state reaches $\langle ia|$ if its second pair returns from $b$ to $j$, with element $L_{jb}$. Triple and higher pair excitations are too far away.

Inserting these elements and (8) into (10), the terms $E_0t_{ia}$ cancel:

$$\begin{aligned}0={}&L_{ai}+\Delta_{ia}t_{ia}+\sum_{b\ne a}L_{ab}t_{ib}+\sum_{j\ne i}L_{ji}t_{ja}\\&+\sum_{j\ne i}\sum_{b\ne a}L_{jb}(t_{ia}t_{jb}+t_{ib}t_{ja})-t_{ia}E_c.\end{aligned} \tag{15}$$

## 4. Removing the restrictions

Define

$$X_i=\sum_bL_{ib}t_{ib},\quad Z_a=\sum_jL_{ja}t_{ja},\quad Q_{ia}=\sum_{jb}t_{ib}L_{jb}t_{ja}. \tag{16}$$

For each restricted double sum, take the full sum, subtract the row $j=i$ and the column $b=a$, and add back their common element, which was subtracted twice. The first product gives

$$t_{ia}\sum_{j\ne i}\sum_{b\ne a}L_{jb}t_{jb}=t_{ia}(E_c-X_i-Z_a+L_{ia}t_{ia}). \tag{17}$$

In the second product, the row $j=i$ is $\sum_bt_{ib}L_{ib}t_{ia}=t_{ia}X_i$ and the column $b=a$ is $\sum_jt_{ia}L_{ja}t_{ja}=t_{ia}Z_a$. Thus

$$\sum_{j\ne i}\sum_{b\ne a}t_{ib}L_{jb}t_{ja}=Q_{ia}-t_{ia}X_i-t_{ia}Z_a+L_{ia}t_{ia}^2. \tag{18}$$

When (17) and (18) are put into (15), the product $t_{ia}E_c$ cancels. This product would have coupled every amplitude to the correlation energy of the whole system, however distant its parts.

Finally, $L_{pp}=J_{pp}$, so the terms $J_{aa}t_{ia}$ and $J_{ii}t_{ia}$ in $\Delta_{ia}t_{ia}$ are the missing terms $b=a$ and $j=i$ of the linear sums. Moving them there gives

$$\boxed{\begin{aligned}0=R_{ia}={}&L_{ai}+\big[2(f_a-f_i)-2(2J_{ia}-K_{ia})\big]t_{ia}\\&+\sum_bL_{ab}t_{ib}+\sum_jL_{ji}t_{ja}+\sum_{jb}t_{ib}L_{jb}t_{ja}\\&-2t_{ia}(X_i+Z_a)+2L_{ia}t_{ia}^2.\end{aligned}} \tag{19}$$

All sums are now unrestricted. The last line enforces the limit of one pair per orbital: it removes contributions in which two pairs would leave or enter the same orbital.

**One pair.** If $o=1$, then $Z_a=L_{ia}t_{ia}$ and $Q_{ia}=t_{ia}X_i$. The quadratic terms of (19) add up to $-t_{ia}X_i=-t_{ia}E_c$, and (19) becomes the eigenvalue equation in the space of paired determinants. Diagonalization in that space is called doubly occupied configuration interaction (DOCI), so for one pair the two methods agree. With one empty orbital and real $L=L_{ia}>0$ the equation is $L+\Delta t-Lt^2=0$, whose lower-energy root is

$$t=\frac{\Delta-\sqrt{\Delta^2+4L^2}}{2L},\qquad E_c=Lt. \tag{20}$$

The other root describes the excited state. This shows in the smallest case that the amplitude equations can have several solutions.

**Several pairs.** In DOCI the coefficients of two-pair states are free, whereas (8) ties them to $t$. The pCCD energy comes from projection, not from minimizing an expectation value, so it can lie below the DOCI energy.

## 5. Cubic cost

The double sum in (19), done separately for each of the $ov$ amplitudes, costs of order $o^2v^2$ multiplications. Its inner sum over $b$ does not depend on $a$, so it can be done once and stored:

$$W_{ij}=\sum_bt_{ib}L_{jb},\qquad Q_{ia}=\sum_jW_{ij}t_{ja},\qquad X_i=W_{ii}. \tag{21}$$

$Q$ has the same structure as the linear sum over $j$, so the two merge:

$$\sum_jL_{ji}t_{ja}+Q_{ia}=\sum_j(L_{ji}+W_{ij})t_{ja}. \tag{22}$$

The residual then contains three matrix products. Forming $W$ costs $o^2v$ multiplications, (22) another $o^2v$, and $\sum_bL_{ab}t_{ib}$ costs $ov^2$. The remaining terms are elementwise. If the products $L_{ia}t_{ia}$ are stored and reused, these terms take $3ov$ multiplications: one set to form the products, one for the factor 2, and one for the final factor $t_{ia}$. In total,

$$M=2o^2v+ov^2+3ov. \tag{23}$$

When $o$ and $v$ both grow in proportion to the number of orbitals $N$, this is cubic in $N$. For $o=6$, $v=10$ it gives $720+600+180=1500$, against 9120 for (15) evaluated as written. Doubling both dimensions raises the counts to 11280 and 158400, by factors of 7.5 and 17.4. The limiting factors are 8 and 16. The second is approached from above because the restricted sum has $(o-1)(v-1)$ terms, a number that more than quadruples on doubling.

Storage is quadratic, since $J$, $K$, $L$, $t$ and $W$ are matrices. The cubic count assumes that the integrals (4) are available. Transforming the first index of a full set of four-index basis integrals already costs of order $N^5$. This is done once for fixed orbitals, but again after each change of orbitals if they are optimized.

A simple solution scheme starts from $t=0$ and repeats

$$t_{ia}\leftarrow t_{ia}-R_{ia}/\Delta_{ia}. \tag{24}$$

The denominator is the derivative of $R_{ia}$ with respect to $t_{ia}$ at $t=0$. The division adds only $ov$ operations. The first step gives $t_{ia}=-L_{ai}/\Delta_{ia}$ and, since $L_{ai}=L_{ia}^*$, the second-order energy $-\sum_{ia}|L_{ia}|^2/\Delta_{ia}$. Its denominators are differences of diagonal elements of $H$ (Epstein–Nesbet partitioning), not of orbital energies, so it is not the Møller–Plesset pair energy. The scheme can fail when $\Delta_{ia}$ is not large compared with $L_{ia}$, even where the equations have a regular solution. For one pair and one empty orbital, the slope of the map (24) at the root (20) is $2Lt/\Delta$, which for $\Delta>0$ equals $1-\sqrt{1+4L^2/\Delta^2}$. Its magnitude exceeds 1 when $0<\Delta<2L/\sqrt3$, and the iteration is then repelled from the root. For $\Delta<0$ the slope is $1+\sqrt{1+4L^2/\Delta^2}>2$, so the root always repels, and the iteration may instead converge to the excited root. The root itself stays regular: at $\Delta=0$, (20) gives $t=-1$ and $E_c=-L$.

## 6. Three hydrogen molecules in a row

Place three H$_2$ units on the $z$ axis, with bonds of 0.9 Å and gaps of 1.3 Å between neighbouring units. In the STO-3G basis there are six orbitals, so $o=v=3$. The restricted Hartree–Fock (RHF) energy, with nuclear repulsion, is $-88.303$ eV. Diagonalizing $z$ separately within the occupied and the empty space gives localized orbitals, numbered 1 to 3 along the chain in each space. They are real, so $K=L$.

For the central unit, $i=a=2$, the inputs in eV are $f_i=-14.5380$, $f_a=17.7918$, $J_{ia}=17.5804$, $L_{ia}=5.1262$, $J_{ii}=17.3292$ and $J_{aa}=18.9281$. By (13),

$$\Delta_{ia}=64.660-60.069+36.257=40.848\ \text{eV}. \tag{25}$$

The first step gives $t_{ia}=-5.1262/40.848=-0.1255$. Setting all other amplitudes to zero, (20) with these $\Delta_{ia}$ and $L_{ia}$ gives $-0.1236$. The converged value is $-0.1234$, so in this chain the coupling to the other amplitudes changes this one little. The neighbouring units still act through the orbitals and the mean field contained in $\Delta_{ia}$, which is not that of a free molecule.

At convergence the terms of $R_{ia}$, with the diagonal parts of the linear sums kept in $\Delta_{ia}$, are:

| Term | Value (eV) |
|---|---:|
| $L_{ai}$ | 5.1262 |
| $\Delta_{ia}t_{ia}$ | −5.0421 |
| $\sum_{b\ne a}L_{ab}t_{ib}$ | −0.0029 |
| $\sum_{j\ne i}L_{ji}t_{ja}$ | −0.0021 |
| $Q_{ia}$ | 0.0796 |
| $-2t_{ia}(X_i+Z_a)$ | −0.3148 |
| $2L_{ia}t_{ia}^2$ | 0.1562 |

They add to zero within rounding. The three quadratic terms together give $-0.0790$ eV, close to the one-pair value $-L_{ia}t_{ia}^2=-0.0781$ eV.

The energy (9) is a sum of nine products. Each outer unit contributes $5.1454\times(-0.13470)=-0.6931$ eV, and the central one $5.1262\times(-0.12344)=-0.6328$ eV. The four transfers between neighbouring units add $2(0.4415)(-0.00534)+2(0.4482)(-0.00568)=-0.0098$ eV, and those between the ends about $-0.00001$ eV. Hence

$$E_c=2(-0.6931)-0.6328-0.0098=-2.0288\ \text{eV}, \tag{26}$$

or $-0.07456$ hartree.

In the same localized orbitals DOCI gives $-2.0284$ eV. The pCCD energy is lower by 0.0004 eV, so it is not an upper bound to the lowest seniority-zero energy. Full configuration interaction (full CI) in this basis gives $-2.2653$ eV, of which pCCD recovers 89.6 %. Since DOCI, the lowest energy among paired determinants, lies no lower than pCCD here, the remainder cannot be recovered with paired determinants of these orbitals; it requires determinants with broken pairs. All these numbers belong to the minimal basis. In 6-31G the RHF energy is $-90.005$ eV, the full-CI correlation energy is $-2.354$ eV, and pCCD with orbitals built in the same way recovers 73 % of it (20 % with canonical orbitals).

With the canonical RHF orbitals pCCD gives only $-0.6063$ eV, or 26.8 % of the full-CI correlation energy, although the reference determinant is the same. The reason lies in (1). If $a_{i\sigma}=\sum_kU_{ik}a'_{k\sigma}$, then

$$P_i=\sum_{kl}U_{ik}U_{il}\,a'_{k\downarrow}a'_{l\uparrow}, \tag{27}$$

and the terms $k\ne l$ break pairs of the new orbitals. A pair excitation in one orbital set is therefore not, in general, a pair excitation in another. A pCCD energy has a definite meaning only together with its orbitals.

When the units are far apart, localized orbitals make $L_{ia}$, $L_{ab}$ and $L_{ij}$ vanish between different units. An amplitude with $i$ and $a$ in different units then has no source term, since $L_{ai}=0$, and setting all such amplitudes to zero solves their equations. The exchange integrals between units vanish as well. The Coulomb integrals $J$ between units fall only as the inverse distance, but each unit is neutral: in $f_p$ the repulsion $2J_{pj}$ from another unit's pair cancels, to leading order, the attraction to that unit's two nuclei contained in $h_{pp}$, and the same cancellation occurs in $E_0$ plus the nuclear repulsion. Equation (19) then separates into the one-pair equations of isolated molecules, and the energies add. For H$_2$ in this basis the one-pair solution is also the full-CI ground state, because inversion symmetry keeps the determinants with one electron in each orbital from mixing with the two paired ones. With gaps of 50 Å, pCCD gives $-91.4760$ eV, three times the full-CI energy $-30.4920$ eV of one molecule.

The numerical check checks (5), (9) and (19) in the full Fock space for complex orbitals, where replacing $L$ by $K$ fails, and it checks (23) by counting the multiplications performed.

## Values computed for the example and the checks

```
Deviation, seniority-zero block: 9.7e-14 eV
Deviation, energy formula: 1.1e-15 eV
Deviation, residual formula: 3.0e-14 eV
Residual error if K replaces L (complex case): 33.92 eV
Multiplications o=3 v=5: fast 210, direct 495
Multiplications o=6 v=10: fast 1500, direct 9120
Multiplications o=12 v=20: fast 11280, direct 158400
Multiplications o=10 v=7: fast 2100, direct 12600
Growth on doubling (6,10)->(12,20): fast 7.52, direct 17.37
Chain: 3 H2 units, bond 0.9 angstrom, gap 1.3 angstrom, STO-3G
RHF total energy: -88.3033 eV
Central pair f_i: -14.5380 eV
Central pair f_a: 17.7918 eV
Central pair J_ia: 17.5804 eV
Central pair K_ia = L_ia: 5.1262 eV
Central pair J_ii: 17.3292 eV
Central pair J_aa: 18.9281 eV
Central pair Delta_ia: 40.8479 eV
Central pair first-step amplitude -L_ai/Delta_ia: -0.12549
L_ia row i=1 (eV): 5.1454 0.4415 0.0238
L_ia row i=2 (eV): 0.4482 5.1262 0.4482
L_ia row i=3 (eV): 0.0238 0.4415 5.1454
t_ia row i=1: -0.13470 -0.00534 -0.00021
t_ia row i=2: -0.00568 -0.12344 -0.00568
t_ia row i=3: -0.00021 -0.00534 -0.13470
Term L_ai: 5.12617 eV
Term Delta_ia t_ia: -5.04210 eV
Term sum_(b!=a) L_ab t_ib: -0.00294 eV
Term sum_(j!=i) L_ji t_ja: -0.00213 eV
Term sum_jb t_ib L_jb t_ja: 0.07963 eV
Term -2 t_ia (hole sum + particle sum): -0.31484 eV
Term +2 L_ia t_ia^2: 0.15621 eV
Sum of terms: 1.4e-11 eV
canonical: first-step correlation energy -0.8055 eV
canonical: pCCD correlation energy -0.60630 eV = -0.022281 hartree, 22 iterations
canonical: DOCI correlation energy -0.60756 eV, pCCD - DOCI 1.3e-03 eV
canonical: pCCD share of full-CI correlation 26.8 %
localized: first-step correlation energy -2.0673 eV
localized: pCCD correlation energy -2.02877 eV = -0.074556 hartree, 8 iterations
localized: DOCI correlation energy -2.02838 eV, pCCD - DOCI -3.9e-04 eV
localized: pCCD share of full-CI correlation 89.6 %
Full-CI correlation energy: -2.26534 eV = -0.083250 hartree
Full-CI energy of one H2: -30.49200 eV
pCCD energy of 3 H2, gaps 50 angstrom: -91.47600 eV
Difference from 3 separate H2: 5.6e-09 eV
```
